# Total crystal momentum of a filled spinless band on a ring

**Question**

I have a periodic ring of $N$ identical cells of length $a$, with one band completely filled by $N$ spinless electrons. I am asked for the total crystal momentum when $N$ is odd and when $N$ is even, and then to confirm it from the sign that the Slater determinant picks up under translation by one cell.

I am stuck on two points. If I label the states by $m=0,1,\dots,N-1$ and add the wave numbers, I get a total that grows with $N$. If I argue instead that every $k$ is cancelled by $-k$, I get zero for every $N$. Which is right? And where does a sign come from, when translating a full band seems to change nothing?

**Answer**

Your sum is correct but has to be read modulo a reciprocal lattice vector. Your cancellation argument misses one state when $N$ is even.

**Conventions**

I use atomic units in the algebra, so $\hbar=1$ and crystal momentum equals wave number. The electrons do not interact, no magnetic flux threads the ring, and the orbitals are single-valued: $\psi(x+Na)=\psi(x)$. Translation by one cell is defined by

$$(T\psi)(x)=\psi(x-a).$$

A Bloch state has the form $\psi_k(x)=e^{ikx}u_k(x)$ with $u_k(x-a)=u_k(x)$, so

$$T\psi_k(x)=e^{ik(x-a)}u_k(x-a)=e^{-ika}\psi_k(x).$$

The minus sign in the exponent belongs to this definition of $T$. On a many-electron function, $T$ shifts all coordinates together.

**Adding the wave numbers**

Going once around the ring gives $T^N=1$, hence $e^{-ikNa}=1$ and

$$k_m=\frac{2\pi m}{Na},\qquad m=0,1,\dots,N-1.$$

The next value, $m=N$, is $k=2\pi/a\equiv G$. It has the same translation eigenvalue as $k=0$ and labels the same state of the band, so there are $N$ distinct states.

The filled band is the determinant

$$\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt{N!}}\det\left[\psi_{k_m}(x_i)\right],$$

with electrons labelling rows and orbitals labelling columns. Translation multiplies column $m$ by $e^{-ik_ma}$. A determinant is linear in each column, so these factors come out as a product:

$$T\Psi=\Big(\prod_m e^{-ik_ma}\Big)\Psi=e^{-iKa}\,\Psi,\qquad K=\sum_m k_m .$$

This shows why $K$ is defined only modulo $G$: adding $G$ to $K$ multiplies the eigenvalue by $e^{-2\pi i}=1$. Relabelling one occupied state from $k$ to $k+G$ changes the sum by $G$ without changing the physical state.

Since $0+1+\dots+(N-1)=N(N-1)/2$,

$$K=\frac{2\pi}{Na}\,\frac{N(N-1)}{2}=\frac{\pi(N-1)}{a}\pmod G .$$

- If $N$ is odd, write $N-1=2p$. Then $K=2\pi p/a=pG$, which is equivalent to $0$.
- If $N$ is even, write $N-1=2p+1$. Then $K=pG+\pi/a$, which is equivalent to $\pi/a$.

**What the cancellation argument misses**

A state has no separate partner at $-k$ if $k$ and $-k$ are the same label, that is, if $2k$ is a multiple of $G$. Within one zone this happens at $k=0$ and at $k=\pi/a$. The first is on the grid for every $N$ and contributes nothing. The second requires $2\pi m/(Na)=\pi/a$, or $m=N/2$, which is an integer when $N$ is even. That state is occupied once, and its $\pi/a$ is left over after all the pairs have cancelled.

**The sign of the Slater determinant**

To get the sign without summing any wave numbers, describe the same filled band with Wannier orbitals, one per cell. They are localized only if the phases of the $\psi_k$ are suitably chosen, but the argument below works for any choice. Define

$$w_j=\frac{1}{\sqrt N}\sum_k e^{-ikja}\psi_k,\qquad j=0,\dots,N-1 .$$

They are orthonormal, because the Bloch states are:

$$\langle w_j|w_l\rangle=\frac1N\sum_k e^{ik(j-l)a}=\frac1N\sum_{m=0}^{N-1}r^m,\qquad r=e^{2\pi i(j-l)/N}.$$

For $j=l$ every term is 1 and the result is 1. For $j\neq l$ we have $r\neq1$ but $r^N=1$, so the geometric sum $(1-r^N)/(1-r)$ vanishes. The $w_j$ are therefore $N$ orthonormal combinations of the $N$ Bloch states, and they span the same filled band.

Translation moves each orbital to the next cell:

$$Tw_j=\frac{1}{\sqrt N}\sum_k e^{-ikja}e^{-ika}\psi_k=w_{j+1},\qquad w_N=w_0,$$

where the last equality follows from $e^{-ikNa}=1$.

Let $D=\det[w_j(x_i)]$. The matrix $[w_j(x_i)]$ is the Bloch matrix multiplied on the right by a unitary matrix $U$, so $D$ equals $\sqrt{N!}\,\Psi$ times the constant $\det U$, which has modulus one. A constant factor does not affect an eigenvalue, so $D$ and $\Psi$ respond to $T$ in the same way.

Translation changes the column order from

$$w_0,w_1,\dots,w_{N-1}\quad\text{to}\quad w_1,\dots,w_{N-1},w_0 .$$

To restore the order, move $w_0$ from the last place to the first. It passes $N-1$ columns, and each exchange of neighbouring columns reverses the sign of the determinant. Therefore

$$T\Psi=(-1)^{N-1}\Psi .$$

Comparing with $T\Psi=e^{-iKa}\Psi$ and writing $(-1)^{N-1}=e^{-i\pi(N-1)}$ gives $K=\pi(N-1)/a$ modulo $G$, as before.

This answers your last question. Translation leaves the *set* of occupied orbitals unchanged, but it permutes them cyclically, and fermions record the parity of that permutation. The case $N=2$ shows it in one line:

$$D(x_1,x_2)=w_0(x_1)w_1(x_2)-w_1(x_1)w_0(x_2).$$

Translation replaces $w_0$ by $w_1$ and $w_1$ by $w_0$, which turns $D$ into $-D$.

**A worked example**

Take a ring with two sites, A and B, in each cell. The hopping amplitudes are $-t_1$ within a cell and $-t_2$ from B to the A site of the next cell, and the site energies are $+\delta$ on A and $-\delta$ on B. I choose round values that represent no particular material: $a=4$ Å, $t_1=1.5$ eV, $t_2=0.5$ eV and $\delta=0.4$ eV. For each $k$ the Hamiltonian is a $2\times2$ matrix with diagonal elements $\pm\delta$ and off-diagonal element $-(t_1+t_2e^{-ika})$, so the lower band is

$$E(k)=-\sqrt{\delta^2+t_1^2+t_2^2+2t_1t_2\cos ka}.$$

The upper band is $-E(k)$, so filling the $N$ lowest levels fills the lower band. Here $G=2\pi/a=1.5708$ Å$^{-1}$.

For $N=5$ the occupied wave numbers are $0$, $\pm0.3142$ and $\pm0.6283$ Å$^{-1}$, which cancel. With your labels $m=0,\dots,4$ the sum is $3.1416$ Å$^{-1}=2G$, which is equivalent to zero.

For $N=6$ they are $0$, $\pm0.2618$, $\pm0.5236$ and the unpaired $0.7854$ Å$^{-1}$. With your labels the sum is $3.9270$ Å$^{-1}$, and

$$3.9270-2(1.5708)=0.7854\ \text{Å}^{-1}=\frac{\pi}{a}.$$

In atomic units this is $0.4156$ inverse bohr.

The sign can also be read from the wavefunction itself. For $N=6$, put one electron in each cell, on sites A, B, A, A, B, B in order. The normalized wavefunction $\Psi$, including its factor $1/\sqrt{N!}$, has magnitude $0.00394$ there. Shifting all six coordinates by $-a$ gives the same magnitude with a ratio of $-1$. For $N=5$, with sites A, B, A, A, B, the magnitude is $0.0121$ and the ratio is $+1$. One configuration with a nonzero amplitude is enough, because $\Psi$ is already known to be an eigenstate of $T$.

A third route does not assume that the ground state is a single determinant. The Hamiltonian was diagonalized in the complete space of $N$ electrons on $2N$ sites, with the fermion signs of $T$ found by counting inversions in the electron order. The ground state gives

$$\langle T\rangle=+1,\,-1,\,+1,\,-1\qquad\text{for}\qquad N=3,4,5,6 .$$

In each case the ground state is separated from the first excited state, by $2.15$ eV for $N=6$ and $2.41$ eV for $N=5$. It is therefore unique, and since $H$ commutes with $T$ it must be an eigenstate of $T$. The gap is smaller for $N=6$ because the band edge at $ka=\pi$ is on the grid, where it equals $2\sqrt{\delta^2+(t_1-t_2)^2}=2\sqrt{1.16}=2.15$ eV. For $N=5$ the grid misses that point. The numerical output lists these values.

**Does $K=\pi/a$ mean that a current flows?**

No. The current is proportional to the sum of the group velocities $dE/dk$, not to the sum of the $k$ values. In this model

$$\frac{dE}{dk}=\frac{t_1t_2\,a\sin ka}{|E(k)|},$$

which is odd in $k$, so the pairs cancel. It also vanishes at the two unpaired points, $k=0$ and $k=\pi/a$. For $N=6$ the largest individual slope is $1.88$ eV Å in magnitude, while the sum over the filled band is zero to the printed precision. The leftover $\pi/a$ describes how the state transforms under a translation; it is not a drift of charge.

**When the answer changes**

*Twisted boundary conditions.* Suppose $\psi(x+Na)=e^{i\theta}\psi(x)$. The allowed values become $k_m=(2\pi m+\theta)/(Na)$. Each of the $N$ terms gains $\theta/(Na)$, so

$$K=\frac{\pi(N-1)+\theta}{a}\pmod G .$$

In the Wannier argument the same change appears as $w_N=e^{-i\theta}w_0$, which multiplies the eigenvalue by $e^{-i\theta}$. For antiperiodic orbitals, $\theta=\pi$, the eigenvalue is $(-1)^N$ and the parities trade places: the example then gives $-1$ for $N=5$ and $+1$ for $N=6$. A flux through the ring can be represented by such a twist. Writing $\psi=e^{i\theta x/(Na)}\phi$ with periodic $\phi$ removes the twist from the orbitals and lowers $K$ by $\theta/a$. With flux present, one must therefore say which description defines the translation.

*Two filled bands, or both spins.* With periodic orbitals, each filled set of $N$ states contributes $\pi(N-1)/a$. Two sets give $2\pi(N-1)/a=(N-1)G$, equivalent to zero for every $N$. The two signs multiply to $+1$. With a twist $\theta$ each set also gains $\theta/a$, and the total becomes $2\theta/a$ modulo $G$.

*A partly filled band.* The Wannier step fails, because the occupied states no longer supply one orbital per cell. The total is still the sum of the occupied $k$ values, but it depends on which states are occupied.

*Interactions.* The many-electron $T$ still satisfies $T^N=1$ on the periodic ring, so its eigenvalues are restricted to the discrete values $e^{2\pi in/N}$ with integer $n$. If a translation-invariant interaction is switched on continuously and the ground state stays nondegenerate throughout, its eigenvalue cannot jump, and $K$ keeps its value. If levels cross on the way, this protection is lost.

## Computed results

```
cell length a = 4.0 angstrom
hopping inside cell = 1.5 eV, between cells = 0.5 eV
site energies = +0.4 and -0.4 eV
reciprocal lattice vector 2 pi/a = 1.570796 1/angstrom
--- N = 5 ---
occupied k (1/angstrom): -0.628319, -0.314159, 0.000000, 0.314159, 0.628319
sum with m = 0..N-1, not folded = 3.141593 1/angstrom
total K, folded = 0.000000 1/angstrom
gap between filled and empty levels = 2.4054 eV
electron sites (A=0, B=1 in cells 0..N-1): 0 1 0 0 1
|Psi| at these sites = 0.012145 (dimensionless)
Psi(all x - a)/Psi(all x) = +1.000000
translation sign, antiperiodic orbitals = -1.000000
largest |dE/dk| on the grid = 1.6144 eV angstrom
|sum of dE/dk| = 0.000000 eV angstrom
--- N = 6 ---
occupied k (1/angstrom): -0.523599, -0.261799, 0.000000, 0.261799, 0.523599, 0.785398
sum with m = 0..N-1, not folded = 3.926991 1/angstrom
total K, folded = 0.785398 1/angstrom
gap between filled and empty levels = 2.1541 eV
electron sites (A=0, B=1 in cells 0..N-1): 0 1 0 0 1 1
|Psi| at these sites = 0.003940 (dimensionless)
Psi(all x - a)/Psi(all x) = -1.000000
translation sign, antiperiodic orbitals = +1.000000
largest |dE/dk| on the grid = 1.8799 eV angstrom
|sum of dE/dk| = 0.000000 eV angstrom
--- full many-electron diagonalization ---
N = 3: E0 = -4.803663 eV, first excitation = 2.7641 eV, <T> = +1.000000
N = 4: E0 = -6.378542 eV, first excitation = 2.1541 eV, <T> = -1.000000
N = 5: E0 = -7.979697 eV, first excitation = 2.4054 eV, <T> = +1.000000
N = 6: E0 = -9.573933 eV, first excitation = 2.1541 eV, <T> = -1.000000
K for N = 6 in atomic units = 0.415615 1/bohr
```
